# Percolation columns in a low-k dielectric: the 63 percent failure point

## The model

A low-k dielectric between two copper lines is divided into \(N=10^6\) columns. Each column is a stack of \(n=6\) cells running from one line to the other. At a given moment of electrical stress, each cell is defective with probability \(p\), the same for all cells and independent of all other cells. A column conducts when all six of its cells are defective. Columns do not touch sideways, and the dielectric fails when at least one column conducts.

"63 percent" means \(1-1/e=0.63212\), the usual characteristic point of breakdown statistics.

## Part (a)

**Question.** Find the failure probability \(F(p)\) of the whole dielectric.

**Answer.** The six cells of a column are independent, so their probabilities multiply. The probability that a given column conducts is

\[
q=p^n=p^6 .
\]

The dielectric survives only if every column fails to conduct. One column does so with probability \(1-q\). Different columns share no cells and are therefore independent, so the survival probability is \((1-q)^N\), and

\[
F(p)=1-(1-p^6)^N .
\]

Two probabilities must be kept apart: \(p\) belongs to a cell and \(q\) to a column. The mean number of conducting columns is \(Nq=Np^6\).

The law was tested by simulating 3000 smaller dielectrics, cell by cell, with 1000 columns each and \(p=0.3162\). The fraction that failed was 0.6440. The law gives 0.6323, and the standard error of the simulated fraction is 0.0088, so the two differ by 1.3 standard errors.

## Part (b)

**Question.** Show that \(F=1-1/e\) is reached when \(p\) is about 0.10, and find the error made by the large-\(N\) approximation.

**Answer.** Setting \(F=1-1/e\) means that the survival probability is \(1/e\):

\[
(1-p^6)^N=e^{-1}.
\]

Take the logarithm, divide by \(N\), and exponentiate:

\[
\ln(1-p^6)=-\frac1N,\qquad 1-p^6=e^{-1/N},\qquad
p_{63}=\left(1-e^{-1/N}\right)^{1/6}.
\]

No approximation has been made so far. Since \(1/N\) is small, expand the exponential:

\[
1-e^{-1/N}=\frac1N-\frac1{2N^2}+\dots=\frac1N\left(1-\frac1{2N}+\dots\right).
\]

The sixth root follows from \((1-x)^{1/6}\approx1-x/6\) for small \(x\):

\[
p_{63}\approx N^{-1/6}\left(1-\frac1{12N}\right).
\]

For \(N=10^6\), the leading factor is \((10^6)^{-1/6}=10^{-1}\). The correction lowers it by the fraction \(1/(12\times10^6)=8.3\times10^{-8}\). Hence

\[
p_{63}=0.100 .
\]

As a check in the forward direction, \(p=0.10\) gives \(q=10^{-6}\) and a mean of \(Nq=1\) conducting column. A mean of one does not make failure certain: the probability of finding none is \((1-10^{-6})^{10^6}\approx e^{-1}\), about 37 percent. If 63 percent is read literally as \(F=0.63\), the root is \(p=0.0999\), which is the same result at the accuracy of interest.

## Part (c)

**Question.** How sharply does failure set in as \(p\) grows? How does the result depend on area, and how does time enter?

**Answer.** Use the Weibull variable \(W=\ln[-\ln(1-F)]\). From part (a),

\[
-\ln(1-F)=-N\ln(1-p^6)=Np^6\left(1+\frac{p^6}{2}+\dots\right),
\]

where \(-\ln(1-q)=q+q^2/2+\dots\) was used. Taking another logarithm gives

\[
W=\ln N+6\ln p+\frac{p^6}{2}+\dots,\qquad
\frac{dW}{d\ln p}=6+3p^6+\dots
\]

At \(p=0.10\) the correction to the slope is \(3\times10^{-6}\). The Weibull slope against \(p\) is thus the number of cells in a column. The transition is steep:

- at \(p=0.09\), \(Np^6=0.531\) and \(F=0.41\);
- at \(p=0.10\), \(Np^6=1.000\) and \(F=0.63\);
- at \(p=0.11\), \(Np^6=1.772\) and \(F=0.83\).

At fixed spacing and cell size, \(N\) is proportional to the facing area, so \(p_{63}\propto(\text{area})^{-1/6}\). An area a million times larger would lower \(p_{63}\) tenfold, to 0.01.

Time enters through the growth of \(p\). Suppose that \(p=(t/\tau)^\alpha\), with \(\tau\) and \(\alpha\) constant at fixed voltage and temperature. Then \(6\ln p=6\alpha\ln(t/\tau)\), so the Weibull slope against time is \(6\alpha\), and

\[
t_{63}=\tau\,p_{63}^{1/\alpha}.
\]

In this model, a temperature that changes \(\tau\) changes the time to failure but leaves \(p_{63}\) untouched.

## Part (d)

**Question.** Take cubic cells of side 3.0 nm, a line height of 48.0 nm and a facing length of 187,500 nm. Verify \(N\) and find the spacing. Then let 10 percent of the columns have five cells instead of six, with \(N\) held fixed. What is the new \(p_{63}\)?

**Answer.** The height holds \(48.0/3.0=16\) cells and the length \(187{,}500/3.0=62{,}500\), so \(N=16\times62{,}500=10^6\). The spacing is \(6\times3.0=18.0\) nm.

With two kinds of column, the survival probabilities multiply:

\[
1-F=(1-p^6)^{0.9N}(1-p^5)^{0.1N}.
\]

Set this equal to \(1/e\), take the logarithm, and use \(\ln(1-q)\approx-q\):

\[
N\left(0.9\,p^6+0.1\,p^5\right)\approx1 .
\]

The numerical root is \(p_{63}=0.0889\), which is 11 percent below 0.100. Substitution shows why so few short columns matter: the six-cell columns contribute 0.44 to the mean number of conducting columns and the five-cell columns 0.56. A short column needs one defect fewer, which makes it \(1/p\), or about eleven, times as likely to conduct.

## Part (e)

**Question.** Now let current pass sideways between defective cells. Estimate the critical \(p\) when cells connect through faces, edges and corners, and compare it with simulation.

**Answer.** Count the paths that use one cell in each of the six layers. The first cell can be chosen in \(N\) ways. From any cell away from the side walls, the next layer offers a block of \(3\times3=9\) touching cells. Five such steps give \(9^5N\) paths, each fully defective with probability \(p^6\). Setting the mean number of defective paths to one gives

\[
9^5Np^6=1,\qquad p=N^{-1/6}\,9^{-5/6}=0.0160 .
\]

This is an estimate. It ignores side walls, which remove paths, and overlap, which lets several paths belong to one cluster; both omissions make the estimate too low. It also ignores paths with extra steps within a layer, an omission that makes it too high.

The simulation used 20 random lattices of the size in part (d) and located the \(p\) at which the mean number of spanning clusters reaches one. Distant clusters are nearly independent, so their number nearly follows a Poisson distribution. A mean of one then gives a failure probability near \(1-e^{-1}\), and this \(p\) is close to \(p_{63}\). With 20 clusters counted, the relative counting error is \(1/\sqrt{20}\), or 22 percent. Since the count rises roughly as \(p^6\) or faster, the error in \(p\) is about 4 percent. The results are:

- separate columns: 0.098, in agreement with 0.100;
- contact through faces: 0.078;
- contact through faces, edges and corners: 0.017, within 7 percent of the path count.

Face contact has the milder effect because a path must spend an extra defective cell each time it changes column. It still matters: at \(p=0.0781\) the mean number of straight conducting columns is \(10^6\times0.0781^6=0.23\), whereas the mean number of spanning clusters is about one. Most of these clusters therefore contain no straight column.

## Part (f)

**Question.** The voltage is 1.0 V. Suppose that defective cells conduct so well that no voltage drops across them. Is it still reasonable to treat the cells as independent?

**Answer.** Since 1 V/nm equals 10 MV/cm, the mean field is \(10\times1.0/18.0=0.556\) MV/cm. In a column with one sound cell left, the full voltage lies across 3.0 nm, and the field there is \(10\times1.0/3.0=3.33\) MV/cm.

At \(p=0.10\), the mean number of columns in this state is

\[
N\binom{6}{5}p^5(1-p)=10^6\times6\times10^{-5}\times0.9=54 .
\]

Let the rate of defect generation grow as \(e^{\gamma E}\), where \(E\) is the local field and \(\gamma=4\) cm/MV is a rough value. The last sound cell then degrades faster than a cell at the mean field by the factor

\[
e^{4(3.333-0.556)}\approx7\times10^4 .
\]

With two sound cells left, the field is 1.67 MV/cm and the factor is about 85. Under the stated supposition, independence fails well before a column is full.

At this \(\gamma\), the last sound cell fails almost at once. For a simple upper limit on \(p_{63}\), let a column therefore fail as soon as it has at least five defects. Its failure probability is

\[
6p^5(1-p)+p^6=6p^5-5p^6 ,
\]

and \(N(6p^5-5p^6)\approx1\) gives \(p_{63}=0.044\). Here \(p\) is the defect probability of a cell that stays at the mean field. The estimate leaves out the faster degradation of columns with two or more sound cells, which lowers \(p_{63}\) several times further at this \(\gamma\). For \(\gamma=4\) cm/MV, 0.044 is thus an upper limit and not a close estimate. It is not a limit for every \(\gamma\): if the field had little effect on defect generation, the last sound cell would survive longer and \(p_{63}\) could lie above 0.044. If defective cells are poor conductors, the field is less concentrated and the shift is smaller.

## Part (g)

**Question.** How far can the value 0.10 be carried over to a real interconnect?

**Answer.** A spacing of 18 nm and a voltage near 1 V are roughly those of narrow copper interconnects. The facing length suits a small test structure; a whole chip has far more. Part (c) gives the resulting decrease of \(p_{63}\) only for equal, independent six-cell columns. With the uneven spacing of part (d), the five-cell term dominates at large area and \(p_{63}\) falls as \((\text{area})^{-1/5}\): a millionfold area lowers it from 0.089 to about 0.006, some fourteenfold rather than tenfold. The 3 nm cell is an effective model parameter, not a measured defect size. At fixed spacing \(s\) and facing area \(A\), a cell of side \(a\) gives \(n=s/a\) and \(N=A/a^2\), hence

\[
\ln p_{63}\approx-\frac{a}{s}\ln\frac{A}{a^2},\qquad
\frac{d\ln p_{63}}{da}\approx-\frac{\ln N-2}{s}.
\]

Here \(\ln N=13.8\), so the derivative is negative and a smaller cell raises \(p_{63}\). The number 0.10 therefore belongs to the chosen cell size.

Real dielectrics also break the assumptions of separate columns, equal spacing and independent cells. Taken one at a time, with the other settings held fixed, the cases above move \(p_{63}\) from 0.100 to 0.089 for uneven spacing, to 0.078 or 0.017 for sideways contact, and to well below 0.044 for field concentration under the supposition and rough \(\gamma\) of part (f). Field enhancement at line corners, weak interfaces and the drift of copper from the lines into the dielectric have not been sized. The result 0.10 is thus correct for a million independent six-cell columns, but it is not a safe defect limit for design. The numerical output below lists the values used.

## Computed values

```
columns N: 1000000; cells per column n: 6
target failure probability 1-1/e: 0.632120559
p63, closed form: 0.0999999917
p63, numerical root: 0.0999999917
N^(-1/n): 0.1000000000
relative shift of p63 below N^(-1/n): 8.333e-08
p for failure probability exactly 0.63: 0.09990
p = 0.09: mean conducting columns 0.5314, failure probability 0.4122427
p = 0.10: mean conducting columns 1.0000, failure probability 0.6321207
p = 0.11: mean conducting columns 1.7716, failure probability 0.8299330
Weibull slope against p, at p = 0.1: 6.00000
small test: 3000 dielectrics of 1000 columns, p = 0.3162
  failed fraction: simulated 0.6440, law 0.6323, standard error 0.0088
full-size lattices simulated: 20
  conducting columns per lattice at p = 0.2: simulated 62.60, law 64.00
  critical p, separate columns, simulated: 0.0980
  critical p, contact through faces: 0.0781
  critical p, contact through faces, edges, corners: 0.0171
  path-count estimate for the last case: 0.0160
cell size: 3.0 nm; spacing: 18.0 nm
line height: 48.0 nm; facing length: 187500 nm
p63 with 10 percent five-cell columns: 0.0889
columns with exactly five defects at p = 0.1: simulated 54.45, law 54.00
voltage: 1.0 V; mean field: 0.556 MV/cm
field with two sound cells left: 1.667 MV/cm
field with one sound cell left: 3.333 MV/cm
rough field acceleration factor: 4.0 cm/MV
defect generation speed-up, two sound cells left: 85.2
defect generation speed-up, one sound cell left: 6.69e+04
p63 if five defects in a column suffice: 0.0444
```
